# Two-Loop Vacuum-Polarization Shift of S Levels in Hydrogenlike Ions

## Problem

Units are \(\hbar=c=m=1\), with \(m\) the electron mass, and \(a=Z\alpha\). An electron is bound to a point nucleus of infinite mass. Vacuum polarization changes the Coulomb potential in momentum space to \(-4\pi a/[q^2(1-\Pi)]\). Charge and mass are renormalized on shell, so \(\Pi(0)=0\) and
\[
\Pi(q^2)=q^2\int_4^\infty\frac{dt\,\rho(t)}{t\,(t+q^2)},\qquad \rho=\frac{\alpha}{\pi}\frac{r_0}{3}+\Big(\frac{\alpha}{\pi}\Big)^2\frac{r_1}{3}.
\]
With \(t=4/(1-v^2)\), \(p=(1-v)/(1+v)\), \(L=\ln p\) and \(S=2\ln(1-p)+\ln(1+p)\), the given data are \(r_0=v(3-v^2)/2\) and the irreducible two-loop Källén-Sabry function
\[
r_1=\tfrac12(3-v^2)(1+v^2)B-v(3-v^2)S-\tfrac1{16}(1-v)(33-39v-17v^2+7v^3)L+\tfrac38v(5-3v^2),
\]
\[
B=2\,\mathrm{Li}_2(p)+\mathrm{Li}_2(p^2)+LS,\qquad \mathrm{Li}_2(x)=\sum_{k\ge1}x^k/k^2 .
\]
Write the two-loop vacuum-polarization shift as \(\Delta E=C\,(\alpha/\pi)^2a^4/n^3\). (a) Estimate \(C\) for \(nS\). (b) Find \(C_0=\lim_{a\to0}C\) numerically and exactly. (c) Decide whether the chain \(\Pi_1^2\) and the iterated one-loop potential contribute to \(C_0\). (d) Find how well \(C_0\) describes Sc\(^{20+}\).

## First estimate by scaling

Below, \(\Pi_1,\Pi_2\) and \(\rho_1=r_0/3,\ \rho_2=r_1/3\) have their powers of \(\alpha/\pi\) removed. The irreducible correction is \(\delta V(q)=-4\pi a\,\Pi_2/q^2\). Since \(4\pi/(q^2+M^2)\) is the Fourier transform of \(e^{-Mr}/r\),
\[
\delta V(r)=-\frac ar\int_4^\infty\frac{dt}{t}\,\rho_2(t)\,e^{-Mr},\qquad M=\sqrt t\ge2 .
\]
The range is at most \(1/2\), the orbit has size \(n^2/a\), and for \(a\ll1\) the electron samples only \(|\psi(0)|^2=a^3/(\pi n^3)\). Each Yukawa term has volume integral \(4\pi/t\). If \(r_1\) is replaced by a typical value \(\bar r\), then \(\int_4^\infty dt/t^2=1/4\) gives
\[
\Delta E\approx-4\pi a\cdot\frac{\bar r}{3}\cdot\frac14\cdot\frac{a^3}{\pi n^3},\qquad C\approx-\frac{\bar r}{3}.
\]
The two ends of \(r_1\) set the scale of \(\bar r\). At \(v\to1\), \(p\to0\), so \(B\), \(S\) and \((1-v)L\) vanish and \(r_1\to3/4\). At \(v\to0\), \(p\to1\), \(LS\to0\) and \(B\to3\,\mathrm{Li}_2(1)=\pi^2/2\), so \(r_1\to3\pi^2/4\). This large value is the Coulomb attraction of the slow pair: the Sommerfeld factor \(X/(1-e^{-X})\approx1+X/2\), \(X=\pi\alpha/v\), multiplies \(r_0\approx3v/2\) and adds \((\alpha/\pi)\,3\pi^2/4\). The end values alone would give \(C=-1/4\) and \(C=-\pi^2/4\). Their geometric mean, \(\bar r=3\pi/4\), gives the estimate \(C\approx-\pi/4\approx-0.79\).

## Exact solution

### The contact integral

Keeping \(r_1\) under the integral, the same steps give \(C_0=-4\int dt\,\rho_2/t^2=-4\Pi_2'(0)\). From \(1/t=(1-v^2)/4\) follows \(dt/t^2=v\,dv/2\), so
\[
\Pi_2'(0)=\frac I6,\qquad C_0=-\frac23I,\qquad I=\int_0^1v\,r_1\,dv .
\]
With \(r_0\) in place of \(r_1\) the integral is \(\tfrac12(1-\tfrac15)=\tfrac25\), so \(\Pi_1'(0)=1/15\) and the coefficient is the Uehling value \(-4/15\).

Direct evaluation gives \(v r_1=1.491343,\ 2.153691,\ 1.811814\) at \(v=0.25,\ 0.5,\ 0.75\), with end values \(0\) and \(0.75\). Simpson's rule with step \(1/4\) gives
\[
I\approx\tfrac1{12}\,(5.965372+4.307382+7.247256+0.75)=1.5225 .
\]
Tanh-sinh quadrature in 30-digit arithmetic, split at \(v=1/2\), gives \(I=1.518518518518518518519\), the decimal expansion of \(41/27\); the Simpson value is 0.3% above it.

### Exact evaluation

The dilogarithms are removed by parts. From \(d\,\mathrm{Li}_2(x)/dx=-\ln(1-x)/x\),
\[
\frac{dB}{dp}=-\frac{2\ln(1-p)}{p}-\frac{2\ln(1-p)+2\ln(1+p)}{p}+\frac Sp+L\Big(\frac1{1+p}-\frac2{1-p}\Big).
\]
The first two terms sum to \(-2S/p\), so the first three give \(-S/p\). Now \(1+p=2/(1+v)\), \(1-p=2v/(1+v)\), \(dp/dv=-2/(1+v)^2\) and \(dp/p=-2\,dv/(1-v^2)\). The bracket equals \((1+v)(v-2)/(2v)\). Hence
\[
\frac{dB}{dv}=\frac{2S}{1-v^2}+\frac{(2-v)L}{v(1+v)},\qquad S=3\ln2+2\ln v-3\ln(1+v).
\]
The factor multiplying \(B\) in \(vr_1\) is \(\tfrac12(3v+2v^3-v^5)\), with antiderivative \(P=\tfrac34v^2+\tfrac14v^4-\tfrac1{12}v^6\). The boundary term \(PB\) vanishes because \(P(0)=0\) and \(B=0\) at \(v=1\). The \(B\) term therefore equals \(-\int_0^1P\,(dB/dv)\,dv\), and \(P\) must be divided by the two denominators.

First, with \(y=1-v^2\),
\[
P=\tfrac34(1-y)+\tfrac14(1-y)^2-\tfrac1{12}(1-y)^3=\tfrac{11}{12}-y+\tfrac1{12}y^3,\qquad \frac Py=\frac{11}{12y}-1+\frac{y^2}{12}.
\]
Second, \(P(2-v)/v=\tfrac1{12}(v^6-2v^5-3v^4+6v^3-9v^2+18v)\), and division by \(1+v\) gives
\[
\frac{P(2-v)}{v(1+v)}=\tfrac1{12}(v^5-3v^4+6v^2-15v+33)-\frac{11}{4(1+v)} .
\]
The two remainders lead to integrals over \(p\). Term-by-term integration of the logarithmic series gives \(\int_0^1\ln(1-p)\,dp/p=-\pi^2/6\) and \(\int_0^1\ln(1+p)\,dp/p=\pi^2/12\); by parts, \(\int_0^1\ln p\,dp/(1+p)=-\pi^2/12\). The range \(v:0\to1\) is \(p:1\to0\), and \(dv/(1+v)=-dp/(1+p)\), so
\[
\int_0^1\frac{2S\,dv}{1-v^2}=-\frac{\pi^2}{3}+\frac{\pi^2}{12}=-\frac{\pi^2}4,\qquad\int_0^1\frac{L\,dv}{1+v}=-\frac{\pi^2}{12}.
\]
Their contribution to \(I\) is \(-\left[\tfrac{11}{12}\left(-\tfrac{\pi^2}4\right)-\tfrac{11}4\left(-\tfrac{\pi^2}{12}\right)\right]=0\).

What remains is \(I=\int AS+\int bL+\int\tfrac38v^2(5-3v^2)\). The last integral is \(\tfrac38(\tfrac53-\tfrac35)=\tfrac25\). The coefficient of \(S\) is
\[
A=2-\tfrac16(1-v^2)^2-v^2(3-v^2)=\tfrac{11}6-\tfrac83v^2+\tfrac56v^4 .
\]
With \(v(1-v)(33-39v-17v^2+7v^3)=33v-72v^2+22v^3+24v^4-7v^5\), the coefficient of \(L\) obeys
\[
48b=-4(v^5-3v^4+6v^2-15v+33)-3(33v-72v^2+22v^3+24v^4-7v^5),
\]
\[
48b=-132-39v+192v^2-66v^3-60v^4+17v^5 .
\]
Let \(N=k+1\), \(H_N=\sum_{j\le N}1/j\) and \(h_N=\sum_{j\le N}(-1)^{j+1}/j\). Integration by parts, with antiderivatives \(v^N/N\), \((v^N-1)/N\) and \((v^N-(-1)^N)/N\) chosen so that the leftover quotients are polynomials, gives
\[
\int_0^1\!v^k\ln v=-\frac1{N^2},\quad\int_0^1\!v^k\ln(1-v)=-\frac{H_N}N,\quad\int_0^1\!v^k\ln(1+v)=\frac{[1+(-1)^k]\ln2-(-1)^kh_N}{N}.
\]
For even \(k\), \(\sigma_k=\int v^kS=(-3\ln2+3h_N)/N-2/N^2\), so \(\sigma_0=1-3\ln2\), \(\sigma_2=\tfrac{11}{18}-\ln2\), \(\sigma_4=\tfrac{39}{100}-\tfrac35\ln2\). Then
\[
\int AS=\Big(\tfrac{11}6-\tfrac{44}{27}+\tfrac{13}{40}\Big)+\Big(-\tfrac{11}2+\tfrac83-\tfrac12\Big)\ln2=\tfrac{571}{1080}-\tfrac{10}3\ln2 .
\]
For \(\ell_k=\int v^kL\) with \(L=\ln(1-v)-\ln(1+v)\), odd \(k\) gives \(-(H_N+h_N)/N\) and even \(k\) gives \(-(2\ln2+H_N-h_N)/N\). Thus \(\ell_0=-2\ln2\), \(\ell_1=-1\), \(\ell_2=-\tfrac13-\tfrac23\ln2\), \(\ell_3=-\tfrac23\), \(\ell_4=-\tfrac3{10}-\tfrac25\ln2\), \(\ell_5=-\tfrac{23}{45}\), \(\ell_7=-\tfrac{44}{105}\), and
\[
48\int bL=\Big(39-64+44+18-\tfrac{391}{45}\Big)+(264-128+24)\ln2=\tfrac{1274}{45}+160\ln2 .
\]
So \(\int bL=\tfrac{637}{1080}+\tfrac{10}3\ln2\), the logarithms cancel, and
\[
I=\frac{571+637+432}{1080}=\frac{41}{27},\qquad\Pi_2'(0)=\frac{41}{162},\qquad C_0=-\frac{82}{81}=-1.012346 .
\]
This is the vacuum-polarization part of the \(\alpha^2(Z\alpha)^4\) shift only; diagrams with photons emitted and absorbed by the bound electron are not included.

### The other two terms of order \(\alpha^2\)

Expanding \(1/(1-\Pi)\) adds \(-4\pi a\,\Pi_1^2/q^2\). Since \(\Pi_1\approx q^2/15\), this vanishes at \(q=0\), and the contact strength is the value at \(q=0\). The spectral form shows how. At \(q^2=-t-i0\) the dispersion integral has \(\mathrm{Im}\,\Pi=-\pi\rho\). The function \(\Pi_1^2/q^2\) has no pole at \(q^2=0\) and decays at infinity, so \(\Pi_1^2\) obeys the same representation with \(\rho_{\rm red}=2\rho_1\mathrm{Re}\,\Pi_1\). For \(t'=4/(1-w^2)\) one has \(dt'/t'=2w\,dw/(1-w^2)\) and \(t/(t'-t)=(1-w^2)/(w^2-v^2)\), so
\[
\mathrm{Re}\,\Pi_1=-\frac13\,\mathrm P\!\!\int_0^1\frac{w^2(3-w^2)}{w^2-v^2}\,dw .
\]
The numerator equals \((w^2-v^2)(3-w^2-v^2)+v^2(3-v^2)\), and partial fractions give \(\mathrm P\!\int_0^1dw/(w^2-v^2)=L/(2v)\). Hence \(\mathrm{Re}\,\Pi_1=\tfrac13(v^2-\tfrac83-r_0L)\). The moment \(\int dt\,\rho_{\rm red}/t^2=\tfrac19\int vr_0(v^2-\tfrac83-r_0L)\,dv\) has the two parts
\[
\tfrac12\Big(\tfrac35-\tfrac83-\tfrac17+\tfrac8{15}\Big)=-\tfrac{88}{105},\qquad-\tfrac14(9\ell_3-6\ell_5+\ell_7)=\tfrac14\Big(6-\tfrac{46}{15}+\tfrac{44}{105}\Big)=\tfrac{88}{105}.
\]
The density is negative near threshold, positive at large \(t\), and the contact moment is zero.

The Uehling potential \(U\) also acts in second order. For 1S with radial function \(u\), \(u^2=4a^3r^2e^{-2ar}\), put \(\delta u=uf\). The first-order equation becomes \((u^2f')'=2(U-E_1)u^2\), so \(u^2f'=2F\) with \(F=\int_0^r(U-E_1)u^2dr'\), and by parts \(E_2=\int F'f\,dr=-2\int F^2/u^2\,dr\). For \(1\ll r\ll1/a\), \(F\approx E_1\sim a^4\) and the integrand is \(E_1^2/(4a^3r^2)\). The integral is set by \(r\sim1\) and scales as \(a^8/a^3=a^5\). Quadrature of this integral gives \(E_2/a^4=-6.42\times10^{-5}\) in units of \((\alpha/\pi)^2\) at \(a=10^{-3}\), and 2.012 times that at \(a=2\times10^{-3}\). Momenta of order \(m\) dominate, yet relativity does not change the \(a^5\) coefficient: at this order the electron enters and leaves at rest, and the free Dirac Green function \((E-H)^{-1}=(E+H)/(E^2-H^2)\), with \(H=\boldsymbol\alpha\cdot\mathbf k+\beta\) and \(E=1\), is \(-(1+\beta+\boldsymbol\alpha\cdot\mathbf k)/k^2\), whose element between rest spinors is \(-2/k^2\), the Schrödinger value \(-1/(k^2/2)\). Neither term changes \(C_0\).

### Finite range

With the Yukawa factor \(e^{-Mr}\) kept, first-order theory gives \(C=-(n^3/a^3)\int(dt/t)\,\rho_2\,Y(M)\), \(Y=\langle e^{-Mr}/r\rangle\). In the radial Schrödinger equation \(\psi''+2\psi'/r+2a\psi/r=-2E\psi\), the \(1/r\) terms force \(\psi'(0)=-a\psi(0)\) for every \(n\). Then \(Y\approx4\pi|\psi(0)|^2\int r(1-2ar)e^{-Mr}dr=(4a^3/n^3)(M^{-2}-4aM^{-3})\). With \(dt/t=2v\,dv/(1-v^2)\) and \(M^{-3}=(1-v^2)^{3/2}/8\),
\[
C=C_0+c_5a+O(a^2),\qquad c_5=16\int\frac{dt}{t}\frac{\rho_2}{M^3}=\frac43\int_0^1v\sqrt{1-v^2}\,r_1\,dv=1.59640
\]
by tanh-sinh quadrature. The same moment of \(\rho_{\rm red}\) is \(-0.12744\), by the Gauss-Legendre rule described below, so the chain enters at \((Z\alpha)^5\). For \(l>0\), \(|\psi|^2\propto a^{3+2l}r^{2l}\), so the shift scales as \(a^{4+2l}\) with Schrödinger wave functions and \(C_0=0\).

The exact elements follow from \(\int r^ke^{-sr}dr=k!/s^{k+1}\). For 1S, \(Y=4a^3/(M+2a)^2\). For 2S, \(u^2=\tfrac12a^3r^2(1-ar/2)^2e^{-ar}\) and, with \(s=M+a\),
\[
Y=\frac{a^3}2\Big(\frac1{s^2}-\frac{2a}{s^3}+\frac{3a^2}{2s^4}\Big)=\frac{a^3(2M^2+a^2)}{4(M+a)^4}.
\]
The Dirac 1S state solves \(G'-G/r=(E+1+a/r)\mathcal F\) and \(\mathcal F'+\mathcal F/r=-(E-1+a/r)G\). The trial form \(G=r^\gamma e^{-ar}\), \(\mathcal F=cG\) gives in the first equation \(\gamma-1=ca\) and \(-a=c(E+1)\), and in the second \(c(\gamma+1)=-a\) and \(ca=E-1\). So \(E=\gamma=\sqrt{1-a^2}\). The radial density is proportional to \(r^{2\gamma}e^{-2ar}\), and
\[
Y_D=\frac{\Gamma(2\gamma)}{(M+2a)^{2\gamma}}\frac{(2a)^{2\gamma+1}}{\Gamma(2\gamma+1)}=\frac a\gamma\Big(\frac{2a}{M+2a}\Big)^{2\gamma}.
\]
Relative to the Schrödinger element this is larger by \(\gamma^{-1}(1+M/2a)^{2-2\gamma}\approx1+a^2[\ln(1+M/2a)+\tfrac12]\), which leaves \(C_0\) and \(c_5\) untouched.

The spectral integrals over \(Y\) are done with \(v=\sin\theta\), \(M=2/\cos\theta\), \(dt/t=2\tan\theta\,d\theta\), which removes the square root at \(v=1\), and a 400-point Gauss-Legendre rule. At \(a=10^{-3}\) the Schrödinger values are \(C=-1.010751\) for both 1S and 2S, with \((C-C_0)/a=1.5944\) and \(1.5947\), and the Dirac 1S value is \(-1.010759\).

### Sc\(^{20+}\)

The model is a point nucleus without recoil, in first order in the irreducible Källén-Sabry potential and, where the table says so, in the potential of the chain \(\Pi_1^2\). For \(Z=21\), \(a=21\times0.0072973526=0.1532444\) and \(\gamma=0.988188\). The unit is \((\alpha/\pi)^2a^4=2.97556\times10^{-9}\,m\), which with \(mc^2=510998.95\) eV is \(1.52051\) meV. The 1S contact shift is \(-1.012346\times1.52051=-1.539\) meV, and the 2S value is one eighth of it. The linear correction is \(1.59640\times0.1532444=0.244639\), giving \(C=-0.767707\).

| level and treatment | \(C\) | \(\Delta E\) (meV) |
|---|---|---|
| 1S contact | −1.0123 | −1.539 |
| 1S contact plus \(c_5a\) | −0.7677 | −1.167 |
| 1S Schrödinger | −0.8075 | −1.228 |
| 1S Dirac, irreducible | −0.8626 | −1.312 |
| 1S Dirac, chain | −0.0195 | −0.030 |
| 1S Dirac, sum | −0.8821 | −1.341 |
| 2S contact | −1.0123 | −0.192 |
| 2S Schrödinger | −0.8037 | −0.153 |

The linear term overshoots the Schrödinger value because \((M+2a)^{-2}=M^{-2}-4aM^{-3}+12a^2M^{-4}-\dots\) alternates, and the third term adds \(-48a^2\int dt\,\rho_2/t^3\) to \(C\), negative for positive \(\rho_2\). The Dirac value is deeper by the ratio \(0.8626/0.8075=1.068\), in the direction of the factor above, which exceeds one for every \(M\). The Dirac chain value agrees to three figures with its linear term, \(-0.12744\times0.15324=-0.0195\). This agreement is a crossing in \(Z\). The ratio of the Dirac chain value to its linear term is 0.982 at \(Z=10\), 1.000 at \(Z=21\) and 1.115 at \(Z=40\). At \(Z=21\) the finite range alone, with Schrödinger wave functions, gives 0.786, and the relativistic correction restores the rest. Nuclear size, recoil, the iterated Uehling term and loops with further Coulomb photons attached are outside this model. The iterated term is not negligible on the scale of the table: its low-\(a\) slope alone gives about \(-0.064a\approx-0.010\) in \(C\), and this understates it. At \(Z=21\) the second-order shift is \(-0.012\) with the Schrödinger equation and \(-0.016\) with the Dirac equation, about 0.8 of the chain value.

## Comparison

The scaling argument fixes the powers \((\alpha/\pi)^2a^4/n^3\), the sign for positive \(r_1\) and the restriction to \(S\) states. Its formula \(C=-\bar r/3\) becomes exact when \(\bar r\) is the average of \(r_1\) with the normalized weight \(2v\,dv\), namely \(\bar r=2I=82/27\approx3.04\), against the guess \(3\pi/4\approx2.36\). The estimate \(-0.79\) is thus 22% smaller in magnitude than \(82/81\). The weight vanishes at threshold, so the largest values of \(r_1\) count little, yet \(r_1\) is still \(4.31\) at \(v=0.5\) and \(2.42\) at \(v=0.75\), and the weighted mean lies above the geometric mean of the ends.

The assumption shared by estimate and exact coefficient is \(2a/M\ll1\). For the irreducible part alone, the leading correction to the contact term is \(c_5a\), which is 0.16% of \(|C_0|\) at \(a=10^{-3}\); the chain and the iterated term add further pieces of relative order \(a\). In Sc\(^{20+}\) the 1S contact value is 1.148 times the Dirac sum, 15% too large relative to that sum. The sum omits the iterated Uehling term; with its Dirac value \(-0.016\) included the ratio is 1.127. The excess is smaller than the linear term suggests, since the quadratic range term, the Dirac factor and the chain each return part of it.

Numerical values quoted here were computed with a short program.
